\section*{Second-order polarisation propagator for spin-spin couplings: order counting and spin adaptation, part 2}

Nuclear spin-spin couplings are treated as static linear responses of a molecule with a closed-shell, nondegenerate ground state $|0\rangle$ and real orbitals. The algebra is in atomic units. In $H=F+\lambda V$, $F$ is the Fock operator with orbital energies $\varepsilon_p$, $V=\tfrac14\sum\langle pq\Vert rs\rangle\{p^\dagger q^\dagger sr\}$ is the fluctuation potential, normal ordered on the Hartree-Fock state $|\mathrm{HF}\rangle$, and $\lambda=1$ is physical. Superscripts $(n)$ give the order in $\lambda$. For Hermitian one-electron operators $P,Q$ the polarisation propagator is
\begin{equation}
\langle\langle P;Q\rangle\rangle_\omega=\sum_{n\neq0}\left[\frac{\langle0|P|n\rangle\langle n|Q|0\rangle}{\omega-\omega_n}-\frac{\langle0|Q|n\rangle\langle n|P|0\rangle}{\omega+\omega_n}\right],
\label{chi}
\end{equation}
with $\omega_n=E_n-E_0$. With $(X|Y)=\langle0|[X^\dagger,Y]|0\rangle$, $\hat HY=[H,Y]$ and a set of operators $h$,
\begin{equation}
\langle\langle P;Q\rangle\rangle_\omega=(P|h)\,(h|\omega-\hat H|h)^{-1}\,(h|Q).
\label{inner}
\end{equation}

The second-order polarisation propagator approximation (SOPPA) uses particle-hole (ph) operators $q^\dagger_{ai}=a^\dagger i$, two-particle two-hole (2p2h) operators $R^\dagger_{cdkl}=c^\dagger d^\dagger lk$, and their adjoints. Here $A=\langle[q,[H,q^\dagger]]\rangle$, $B=\langle[q,[H,q]]\rangle$, $g=\langle[q,Q]\rangle$, $G=\langle[R,Q]\rangle$, $D_{cdkl}=\varepsilon_c+\varepsilon_d-\varepsilon_k-\varepsilon_l$, $\gamma_{pq}=\langle p^\dagger q\rangle$ and $\gamma_{ia}=\sigma_i^a$. In spin orbitals, with $\tau_{kl}^{cd}=-\langle cd\Vert kl\rangle/D_{cdkl}$,
\begin{align}
B^{(2)}_{ai,bj}={}&-\tfrac12\sum\langle ab\Vert cd\rangle\tau_{ij}^{cd}-\tfrac12\sum\langle kl\Vert ij\rangle\tau_{kl}^{ab}\nonumber\\
&+\sum\left(\langle kb\Vert ci\rangle\tau_{jk}^{ac}+\langle ka\Vert cj\rangle\tau_{ik}^{bc}\right).
\label{B2so}
\end{align}
\begin{align}
C_{cdkl,bj}={}&\delta_{jk}\langle cd\Vert bl\rangle-\delta_{jl}\langle cd\Vert bk\rangle\nonumber\\
&-\delta_{bc}\langle jd\Vert kl\rangle+\delta_{bd}\langle jc\Vert kl\rangle .
\label{Cso}
\end{align}
\begin{equation}
g_{ai}=\sum_jQ_{aj}\gamma_{ij}+\sum_bQ_{ab}\gamma_{ib}-\sum_bQ_{bi}\gamma_{ba}-\sum_jQ_{ji}\gamma_{ja}.
\label{gso}
\end{equation}

Fermi-contact and spin-dipole operators are real and create triplet excitations; the paramagnetic spin-orbit operator is imaginary and creates singlet excitations.

The opening paragraph took a chain of five sites with four electrons and the response of the spin on one site to a field on its neighbour. When $\lambda$ is halved from 0.004 to 0.002, the error against full diagonalization falls by $2^{2.00}$ in the random-phase approximation (RPA) and by $2^{3.00}$ in SOPPA. Without the 2p2h coupling the SOPPA exponent is 2.05.

\subsection{Symbols and results carried over}

$H=F+\lambda V$; $i,j,k,l,m$ are occupied and $a,b,c,d,e$ virtual orbitals. The ph operators are $q^\dagger_{ai}=a^\dagger i$ and their adjoints. In the ph space the metric is $S$, the excitation block is $A$, and $B$ joins excitations to de-excitations, all through second order. $C$ is the first-order coupling to 2p2h excitations with energies $D$. The moments of a one-electron operator $Q$ are $g$ (ph) and $G$ (2p2h). The spin-orbital amplitudes $\tau$ are those of the first-order ground state, and $\sigma$ are the second-order singles. With these pieces the propagator is correct through $\lambda^2$.

\subsection{Folding}

Order the operators as $(q^\dagger,q,R^\dagger,R)$. Taking adjoints of the commutators shows that the de-excitation block of $\hat H$ is again $A$, while its metric is $-S$. Hence
\begin{equation}
(h|\omega-\hat H|h)=\begin{pmatrix}\omega S-A&-B&-C^T&0\\-B&-\omega S-A&0&-C^T\\-C&0&\omega-D&0\\0&-C&0&-\omega-D\end{pmatrix}.
\end{equation}
For a real operator $\langle[q^\dagger,Q]\rangle=-\langle[q,Q]\rangle$. For $Q=iK$ with $K$ real and antisymmetric the two are equal. The moment vector is therefore $(g,\eta g,G,\eta G)$ with $\eta=-1$ for real and $\eta=+1$ for imaginary operators; in the second case $g,G$ are computed from $K$, and the factors $i$ and $-i$ on the two sides multiply to one.

The third row of the linear equations reads $-Cx+(\omega-D)X=G$, so $X=(\omega-D)^{-1}(G+Cx)$. Insert this in the first row, and treat the fourth row likewise with $\omega\to-\omega$. The ph equations keep their form with
\begin{align}
A(\omega)&=A+C^T(\omega-D)^{-1}C,\label{fold}\\
\tilde g(\omega)&=g+C^T(\omega-D)^{-1}G,
\end{align}
and with $A(-\omega)$, $\eta\tilde g(-\omega)$ in the de-excitation part. $B$ is not dressed, because no 2p2h operator couples to both kinds of ph operator at first order. The 2p2h space also adds $G^T[(\omega-D)^{-1}+(-\omega-D)^{-1}]G$ to the propagator.

At $\omega=0$ the ph matrix is $-\begin{pmatrix}A(0)&B\\B&A(0)\end{pmatrix}$. Acting on a vector of the form $(x,\eta x)$ it gives $-(A(0)+\eta B)x$ in the first half and $\eta$ times that in the second. With separate moments for $P$ and $Q$,
\begin{equation}
\langle\langle P;Q\rangle\rangle_0=-2\tilde g_P^T[A(0)+\eta B]^{-1}\tilde g_Q-2G_P^TD^{-1}G_Q .
\label{static}
\end{equation}
Below the first 2p2h energy the folded term lowers the diagonal of $A$: the ph excitation is repelled by the higher 2p2h levels. If $\omega$ approaches an element of $D$ the counting fails, since a zeroth-order denominator is then small.

\subsection{Singlet and triplet blocks}

From here all indices are spatial orbitals and $(pq|rs)$ is the repulsion between the distributions $pq$ and $rs$. Define
\begin{equation}
t_{ij}^{ab}=\frac{(ai|bj)}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b},\qquad \tilde t_{ij}^{ab}=2t_{ij}^{ab}-t_{ij}^{ba}.
\end{equation}
Then $\tau=t_{ij}^{ab}$ when $i,a$ have spin $\alpha$ and $j,b$ spin $\beta$, and $\tau=t_{ij}^{ab}-t_{ij}^{ba}$ when all spins are equal. Use $q_s^\dagger=(a^\dagger_\alpha i_\alpha+s\,a^\dagger_\beta i_\beta)/\sqrt2$ with $s=+1$ for singlet and $s=-1$ for triplet. In a closed shell the $\alpha\alpha$ and $\beta\beta$ blocks of any matrix $M$ are equal, and so are the mixed blocks, which gives $M^s=M_{\alpha\alpha}+sM_{\alpha\beta}$. The other triplet components give the same matrices by rotational symmetry in spin space.

Both densities need sums such as $\frac12\sum\tau_{kl}^{ad}\tau_{kl}^{bd}$. Equal spins give $\sum(t_{kl}^{ad}-t_{kl}^{da})t_{kl}^{bd}$ after relabelling $k\leftrightarrow l$, opposite spins give $\sum t_{kl}^{ad}t_{kl}^{bd}$, and the sum is $\sum\tilde t_{kl}^{ad}t_{kl}^{bd}$. Per spin,
\begin{equation}
\gamma_{ab}=\sum\tilde t_{kl}^{ac}t_{kl}^{bc},\qquad \gamma_{ij}=\delta_{ij}-\sum\tilde t_{ik}^{cd}t_{jk}^{cd}.
\end{equation}
The Kronecker deltas in $S$ and $A^{(2)}$ exclude mixed-spin blocks, so these two are the same for singlet and triplet. The results are
\begin{align}
S_{ai,bj}&=\delta_{ab}\gamma_{ij}-\delta_{ij}\gamma_{ab},\\
A^{(0)}+A^{(1)}&=\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)+(1+s)(ai|bj)-(ab|ij),\\
A^{(2)}_{ai,bj}&=\delta_{ij}\sum\tilde t_{kl}^{ac}t_{kl}^{bc}(\varepsilon_i+\varepsilon_c-\varepsilon_k-\varepsilon_l)\nonumber\\
&\quad+\delta_{ab}\sum\tilde t_{ik}^{cd}t_{jk}^{cd}(\varepsilon_c+\varepsilon_d-\varepsilon_k-\varepsilon_a),\\
B^{(1)}_{ai,bj}&=-(1+s)(ai|bj)+(aj|bi).
\end{align}
In the triplet the direct terms $(ai|bj)$ cancel, because the $\alpha$ and $\beta$ parts of the transition density are equal and opposite at every point, so the triplet excitation carries no charge density.

For $B^{(2)}$ collect the scattering of two particles or two holes in
\begin{equation}
L_{ij}^{ab}=\sum(ac|bd)t_{ij}^{cd}+\sum(ki|lj)t_{kl}^{ab}.
\end{equation}
It contributes $-(L_{ij}^{ab}-L_{ij}^{ba})$ to the $\alpha\alpha$ block and $-L_{ij}^{ab}$ to the $\alpha\beta$ block. In the last line of Eq.~\eqref{B2so} the mixed block allows one spin assignment per term and gives
\begin{equation}
X_{ai,bj}=\sum\left[(ki|bc)t_{kj}^{ac}+(kj|ac)t_{ik}^{cb}\right].
\end{equation}
In the $\alpha\alpha$ block the first term is $\sum[(kc|bi)-(ki|bc)](t_{jk}^{ac}-t_{jk}^{ca})$ for $k,c$ of spin $\alpha$ plus $\sum(kc|bi)t_{jk}^{ac}$ for spin $\beta$. Since $t_{jk}^{ca}=t_{kj}^{ac}$, this and its partner add up to $X+Y$ with
\begin{equation}
Y_{ai,bj}=\sum\left[(kc|bi)\tilde t_{jk}^{ac}-(ki|bc)t_{jk}^{ac}\right]+(ai\leftrightarrow bj).
\end{equation}
Adding or subtracting the mixed block $-L_{ij}^{ab}+X$ yields
\begin{align}
\text{singlet: }B^{(2)}&=-2L_{ij}^{ab}+L_{ij}^{ba}+Y_{ai,bj}+2X_{ai,bj},\\
\text{triplet: }B^{(2)}&=L_{ij}^{ba}+Y_{ai,bj}.
\end{align}

\subsection{The folded term for each spin}

Let $x_{ai}$ be a trial vector in the spin-adapted ph space and define
\begin{equation}
u_{ck,dl}=\sum_b(cb|dl)x_{bk}-\sum_j(jk|dl)x_{cj},
\end{equation}
$w^\pm_{ck,dl}=u_{ck,dl}\pm u_{dl,ck}$ and $\bar w^+_{ck,dl}=w^+_{dk,cl}$. Put $c,k$ in spin $\alpha$ and $d,l$ in spin $\beta$ in Eq.~\eqref{Cso}. The first and third terms act on the $\alpha$ part of the vector and give $u_{ck,dl}$. The second and fourth act on the $\beta$ part and give $s\,u_{dl,ck}$. With the normalisation, the component of $Cx$ is $w^s/\sqrt2$. For equal spins antisymmetry adds the exchanged terms, and the component is $(w^+-\bar w^+)/\sqrt2$, up to a sign $s$ for spin $\beta$ that disappears on squaring.

Sum the squares. Opposite-spin doubles are counted once by free sums over $c,k,d,l$. Equal-spin doubles need a factor $\frac14$ and occur for two spins. Because $D$ is unchanged by $c\leftrightarrow d$, one may use $\sum(w^+-\bar w^+)^2/(\omega-D)=2\sum w^+(w^+-\bar w^+)/(\omega-D)$. Thus $x^TC^T(\omega-D)^{-1}Cx$ equals
\begin{align}
\text{singlet: }&\tfrac12\sum_{ckdl}\frac{w^+(2w^+-\bar w^+)}{\omega-D_{cdkl}},\\
\text{triplet: }&\tfrac12\sum_{ckdl}\frac{(w^-)^2+w^+(w^+-\bar w^+)}{\omega-D_{cdkl}}.
\end{align}
A unit vector $x$ gives a diagonal matrix element. A sum of two different unit vectors gives their two diagonal elements plus twice the off-diagonal element between them.

For the moments take $Q=Q_\alpha+sQ_\beta$ with the same spatial matrix. Then $g$ is $\sqrt2$ times Eq.~\eqref{gso} with the densities per spin and
\begin{equation}
\sigma_i^a=\frac{\sum(ac|kd)\tilde t_{ik}^{cd}-\sum(ki|lc)\tilde t_{kl}^{ac}}{\varepsilon_i-\varepsilon_a}.
\end{equation}
$G$ has the components of $Cx$ without the factor $1/\sqrt2$, and with $u$ replaced by $v_{ck,dl}=\sum_eQ_{ce}t_{kl}^{ed}-\sum_mQ_{mk}t_{ml}^{cd}$.

\subsection{A five-site model}

The example has sites $1$ to $5$ in a line, $1.4$ angstrom apart, with four electrons and
\begin{align}
H={}&\sum_pe_pn_p-\sum_{p,\mu}h_p(p_\mu^\dagger(p{+}1)_\mu+\text{h.c.})\nonumber\\
&+U\sum_pn_{p\alpha}n_{p\beta}+\sum_{p<q}\Gamma_{pq}(n_p-z_p)(n_q-z_q).
\end{align}
Here $\mu$ is the spin, $n_p=n_{p\alpha}+n_{p\beta}$, and the parameters are $e=(0,-1.5,0,1,7)$ eV, $h=(3,2,3,2)$ eV, $U=6$ eV and core charges $z=(1,1,1,1,0)$. The repulsion is $\Gamma=U/\sqrt{1+(Ur/e_0^2)^2}$ with $e_0^2=e^2/4\pi\epsilon_0$, which gives 5.18, 3.90, 2.98 and 2.36 eV at one to four spacings. The operators $s_p=n_{p\alpha}-n_{p\beta}$ play the part of contact operators. The numbers are not couplings in hertz of any molecule. The reference is full diagonalization over the 100 determinants with two electrons of each spin; it is exact for this model only.

The self-consistent highest occupied and lowest virtual levels (HOMO and LUMO) lie at $-1.6795$ and $6.2352$ eV. The diagonal elements for this pair, in eV, are:
\begin{center}
\begin{tabular}{lrrrrrr}
 & $A^{(0)}$ & $A^{(1)}$ & $A^{(2)}$ & folded & $B^{(1)}$ & $B^{(2)}$\\
singlet & 7.915 & $-3.655$ & 0.018 & $-0.047$ & $-0.374$ & $-0.020$\\
triplet & 7.915 & $-4.403$ & 0.018 & $-0.033$ & 0.374 & $-0.035$
\end{tabular}
\end{center}
The contact response uses $A(0)-B$ of the triplet. Through first order this element is $7.915-4.403-0.374=3.138$ eV. The second-order terms add $0.018-0.033+0.035=0.020$ eV. Folding alone lowers this element, which tends to enlarge the triplet response, but here $A^{(2)}$ and $B^{(2)}$ together outweigh it. The lowest eigenvalue of the whole matrix moves the same way, from 2.94 eV in RPA to 2.97 eV in SOPPA.

The static responses of site 1 with the other sites, in eV$^{-1}$, are:
\begin{center}
\begin{tabular}{lrrrr}
site & uncoupled & RPA & SOPPA & full\\
2 & 0.0769 & 0.1674 & 0.1660 & 0.1639\\
3 & $-0.0022$ & $-0.0255$ & $-0.0244$ & $-0.0231$\\
4 & 0.0112 & 0.0409 & 0.0402 & 0.0396\\
5 & 0.0042 & 0.0182 & 0.0179 & 0.0180
\end{tabular}
\end{center}
``Uncoupled'' keeps $A^{(0)}$ alone. A positive value means that a field which lowers the spin density on site 1 raises it on the other site. For sites 1 and 2 the SOPPA value is 4.52 hartree$^{-1}$, against 4.46 from full diagonalization.

Relative to full diagonalization, RPA is too large by $0.00355/0.1639=2.2\%$ for site 2 and SOPPA by $0.00207/0.1639=1.3\%$. For site 3 the excess in magnitude is 10\% and 6\%. For site 5 both are within 1\%. In this model the second-order terms remove part of the RPA error at $\lambda=1$ for sites 2 to 4, while for site 5 they overshoot and the small error changes sign. What remains are terms of third and higher order; the counting does not guarantee an improvement at $\lambda=1$.

At small $\lambda$ the counting itself becomes visible. The exponents in the opening paragraph are $\log_2$ of the ratio of errors at $\lambda=0.004$ and $0.002$, with $\omega=1.0$ eV. Besides the 2p2h coupling, leaving out the second-order singles lowers the SOPPA exponent to 2.02, and leaving out $B^{(2)}$ lowers it to 2.01. Each of these terms is needed.

\subsection{A current response that should vanish}

The operator $K_{12}=\sum_\mu(1_\mu^\dagger2_\mu-2_\mu^\dagger1_\mu)$, multiplied by $i$, is an imaginary singlet operator, as the paramagnetic spin-orbit operator is. The static response of $iK_{12}$ with $iK_{34}$ is $0.00000$ in RPA and in full diagonalization, but $-0.00031$ eV$^{-1}$ in SOPPA.

The zero follows from charge conservation. The repulsion contains densities only, so $[H,n_1]=h_1K_{12}$. Since $\langle0|[H,n_1]|n\rangle=-\omega_n\langle0|n_1|n\rangle$ and $\langle n|[H,n_1]|0\rangle=\omega_n\langle n|n_1|0\rangle$, Eq.~\eqref{chi} at $\omega=0$ becomes
\begin{equation}
\langle\langle[H,n_1];Q\rangle\rangle_0=\langle[n_1,Q]\rangle,
\end{equation}
which vanishes for $Q=iK_{34}$. This argument applies at $\lambda=1$ only. For other $\lambda$, $F+\lambda V$ retains part of the exchange terms of $F$, which move electrons between sites and do not commute with $n_1$, so the exact response need not vanish.

RPA keeps this zero. For the determinant $\exp[i\sum y_{ai}(q^\dagger_{ai}+q_{ai})]|\mathrm{HF}\rangle$ in a field $b\,iK$, the energy change to second order is $y^T(A+B)y+2b\,y^Tg$, with $A,B$ through first order. Its minimum reproduces the static RPA response, which is therefore the response of the Hartree-Fock determinant. To first order in $\theta$, the field $\theta h_1iK_{12}$ turns $H$ into $e^{-i\theta n_1}He^{i\theta n_1}$. The new determinant is $e^{-i\theta n_1}|\mathrm{HF}\rangle$, and $\langle iK_{34}\rangle$ is unchanged because $n_1$ commutes with $K_{34}$. SOPPA is not the response of such a variational state. Its blocks are cut off at fixed orders, and the whole of $-0.00031$ eV$^{-1}$ is error.

\subsection{Where the approximation fails}

The counting assumes that $V$ is small against the zeroth-order energy differences. A small gap between occupied and virtual levels can make amplitudes $t$ large, and stopping at second order is then no longer justified. In the triplet case the attractive term $-(ab|ij)$ is not offset by $(ai|bj)$. If an eigenvalue of $A(0)-B$ approaches zero, Eq.~\eqref{static} diverges for operators whose moments $\tilde g$ have a component along its eigenvector, and contact or spin-dipole terms computed from them lose their meaning. In the present model the lowest eigenvalue, near 3 eV, is far from that point.

The 2p2h energies are bare orbital differences. Excitations that are mainly of 2p2h type are therefore described at zeroth order only, although their effect on the ph response is correct through $\lambda^2$.
